# Nitrogen-15 shift of a Ti–N stretch: leading order and first correction: a numerical check

```python
# RESULT UNDER TEST
# A Ti-N stretch at wavenumber nu falls on 15N labelling by
#     shift = nu * (1 - sqrt(mu / mu_labelled)),
# with mu the reduced mass of Ti against (a) bare N or (b) rigid N(CH3)2.
# More generally d ln(nu) / d ln(m_N) = -f/2, where f is the share of the
# kinetic energy of the mode carried by nitrogen.
# A flexible ligand is modelled by methyl point masses on N-C springs
# (k_stretch along the bond, k_bend across it, both in N/m).
# Masses are in u, wavenumbers in cm^-1, force constants in N/m.
import numpy as np
from scipy import constants as sc

NU = 590.0
M_TI, M_TI46 = 47.947946, 45.952628
M_N14, M_N15 = 14.003074, 15.000109
M_CH3 = 12.0 + 3 * 1.00782503
CNC_ANGLE = 111.0
K_STRETCH, K_BEND = 500.0, 60.0
WELL_EV, TEMPERATURE = 3.5, 330.0
STIFF, LOOSE = 1.0e8, 1.0e-6

u = sc.physical_constants["atomic mass constant"][0]
TO_CM = 1.0 / (2 * np.pi * sc.c * 100 * np.sqrt(u))
OMEGA2 = (NU / TO_CM) ** 2          # squared angular frequency, (N/m)/u
COS = np.cos(np.radians(CNC_ANGLE / 2))
SIN = np.sin(np.radians(CNC_ANGLE / 2))
LOG_MASS = np.log(M_N15 / M_N14)


def reduced(a, b):
    return a * b / (a + b)


def two_body_shift(m, m_labelled):
    return NU * (1 - np.sqrt(reduced(M_TI, m) / reduced(M_TI, m_labelled)))


def follow(k):
    """Methyl displacement divided by that of N, for one component."""
    return 1 / (1 - M_CH3 * OMEGA2 / k)


def titanium_nitrogen_constant(k_s, k_b):
    """Ti-N force constant that puts a mode of the flexible model at NU."""
    dynamic_mass = M_N14 + 2 * M_CH3 * (
        COS**2 * follow(k_s) + SIN**2 * follow(k_b))
    return OMEGA2 * reduced(M_TI, dynamic_mass), dynamic_mass


def symmetric_modes(m_n, k_tin, k_s, k_b):
    """Diagonalize in coordinates z(Ti), z(N), z(C), x(C); two equal methyls."""
    masses = np.array([M_TI, m_n, 2 * M_CH3, 2 * M_CH3])
    tin = np.array([-1.0, 1.0, 0.0, 0.0])
    along = np.array([0.0, -COS, COS, SIN])
    across = np.array([0.0, SIN, -SIN, COS])
    hessian = (k_tin * np.outer(tin, tin)
               + 2 * k_s * np.outer(along, along)
               + 2 * k_b * np.outer(across, across))
    values, vectors = np.linalg.eigh(
        hessian / np.sqrt(np.outer(masses, masses)))
    return TO_CM * np.sqrt(np.clip(values, 0, None)), vectors, masses


def flexible(k_s, k_b):
    """Return shift, N kinetic share, Ti-N constant and methyl follow ratio."""
    k_tin, _ = titanium_nitrogen_constant(k_s, k_b)
    assert k_tin > 0
    nu14, vectors, masses = symmetric_modes(M_N14, k_tin, k_s, k_b)
    i = int(np.argmin(abs(nu14 - NU)))
    assert abs(nu14[i] - NU) < 1e-3
    nu15 = symmetric_modes(M_N15, k_tin, k_s, k_b)[0]
    share = vectors[1, i] ** 2
    d = vectors[:, i] / np.sqrt(masses)
    ratio = (COS * d[2] + SIN * d[3]) / (COS * d[1])
    # kinetic-energy rule against a finite difference in the nitrogen mass
    eps = 1e-3
    up = symmetric_modes(M_N14 * np.exp(eps), k_tin, k_s, k_b)[0][i]
    down = symmetric_modes(M_N14 * np.exp(-eps), k_tin, k_s, k_b)[0][i]
    slope = (np.log(up) - np.log(down)) / (2 * eps)
    assert abs(slope + share / 2) < 1e-5
    return nu14[i] - nu15[i], share, k_tin, ratio


# Two reference cases, tested as limits of the flexible model
m_lig14 = M_N14 + 2 * M_CH3
m_lig15 = M_N15 + 2 * M_CH3
bare = two_body_shift(M_N14, M_N15)
rigid = two_body_shift(m_lig14, m_lig15)
f_bare = M_TI / (M_TI + M_N14)
f_rigid = M_TI * M_N14 / ((M_TI + m_lig14) * m_lig14)
limit_bare = flexible(LOOSE, LOOSE)
limit_rigid = flexible(STIFF, STIFF)
assert abs(limit_bare[0] - bare) < 1e-3
assert abs(limit_rigid[0] - rigid) < 1e-3
assert abs(limit_bare[1] - f_bare) < 1e-4
assert abs(limit_rigid[1] - f_rigid) < 1e-4
assert 14 < bare < 16 and 2.5 < rigid < 3.5
first_bare = NU * f_bare * LOG_MASS / 2
first_rigid = NU * f_rigid * LOG_MASS / 2
assert abs(first_bare / bare - 1) < 0.05
assert abs(first_rigid / rigid - 1) < 0.05

# Flexible ligand: each kind of softness alone, then both
central = flexible(K_STRETCH, K_BEND)
soft_stretch_only = flexible(K_STRETCH, STIFF)
soft_bend_only = flexible(STIFF, K_BEND)
assert abs(central[3] - follow(K_STRETCH)) < 1e-6
assert soft_stretch_only[0] < rigid < soft_bend_only[0]
scan = [(ks, kb, flexible(ks, kb)[0]) for ks, kb in
        [(450, 60), (550, 60), (600, 60), (500, 30), (500, 100)]]
scan_shifts = [row[2] for row in scan] + [central[0]]
assert min(scan_shifts) < rigid < max(scan_shifts) < bare


# Four equivalent ligands around Ti: five-body Cartesian Hessian
def tetrahedral_eigenvalues(m):
    directions = np.array([[1, 1, 1], [1, -1, -1],
                           [-1, 1, -1], [-1, -1, 1]]) / np.sqrt(3)
    hessian = np.zeros((15, 15))
    for j, e in enumerate(directions):
        row = np.zeros(15)
        row[:3] = -e
        row[3 * (j + 1):3 * (j + 2)] = e
        hessian += np.outer(row, row)
    masses = np.repeat([M_TI, m, m, m, m], 3)
    return np.linalg.eigvalsh(hessian / np.sqrt(np.outer(masses, masses)))


tetra = {}
for name, m, m_lab in [("bare", M_N14, M_N15), ("rigid", m_lig14, m_lig15)]:
    e14, e15 = tetrahedral_eigenvalues(m), tetrahedral_eigenvalues(m_lab)
    assert np.allclose(e14[:11], 0, atol=1e-12)
    assert np.allclose(e14[-3:], 1 / m + 4 / (3 * M_TI), rtol=1e-10)
    assert np.isclose(e14[-4], 1 / m, rtol=1e-10)
    tetra[name] = (NU * (1 - np.sqrt(e15[-1] / e14[-1])),
                   NU * (1 - np.sqrt(e15[-4] / e14[-4])))
    diatomic = bare if name == "bare" else rigid
    assert abs(tetra[name][0] - diatomic) < abs(tetra[name][1] - diatomic)

# Morse anharmonicity, with the 14N fundamental held at NU
well = WELL_EV * sc.e / (sc.h * sc.c * 100)
harmonic = well * (1 - np.sqrt(1 - 2 * NU / well))
KINETIC = sc.h / (8 * np.pi**2 * sc.c * u) * 1e18   # cm^-1 angstrom^2 u


def grid_fundamental(mu, a):
    x = np.linspace(-0.5, 0.7, 161)
    dx = x[1] - x[0]
    n = np.arange(len(x))
    diff = n[:, None] - n[None, :]
    safe = np.where(diff == 0, 1, diff)
    kinetic = np.where(diff == 0, np.pi**2 / 3,
                       2.0 * (1 - 2 * (abs(diff) % 2)) / safe**2)
    h = kinetic * KINETIC / (mu * dx**2)
    h = h + np.diag(well * (1 - np.exp(-a * x)) ** 2)
    levels = np.linalg.eigvalsh(h)
    return levels[1] - levels[0]


anharmonic = {}
for name, m, m_lab in [("bare", M_N14, M_N15), ("rigid", m_lig14, m_lig15)]:
    mu, mu_lab = reduced(M_TI, m), reduced(M_TI, m_lab)
    a = harmonic * np.sqrt(mu / (4 * well * KINETIC))
    w15 = harmonic * np.sqrt(mu / mu_lab)
    formula = NU - (w15 - w15**2 / (2 * well))
    g14, g15 = grid_fundamental(mu, a), grid_fundamental(mu_lab, a)
    assert abs(g14 - NU) < 1e-3
    assert abs((g14 - g15) - formula) < 1e-3
    anharmonic[name] = formula

ti46_rise = NU * (np.sqrt(reduced(M_TI, m_lig14)
                          / reduced(M_TI46, m_lig14)) - 1)
boltzmann = np.exp(-sc.h * sc.c * 100 * NU / (sc.k * TEMPERATURE))

print(f"Ti-N wavenumber, input: {NU:.0f} cm^-1")
print(f"mass 48Ti: {M_TI:.3f} u")
print(f"mass 14N, 15N: {M_N14:.3f}, {M_N15:.3f} u")
print(f"mass CH3: {M_CH3:.3f} u")
print(f"mass N(CH3)2, 14N and 15N: {m_lig14:.3f}, {m_lig15:.3f} u")
print(f"reduced mass bare, 14N and 15N: {reduced(M_TI, M_N14):.3f}, "
      f"{reduced(M_TI, M_N15):.3f} u")
print(f"reduced mass rigid, 14N and 15N: {reduced(M_TI, m_lig14):.3f}, "
      f"{reduced(M_TI, m_lig15):.3f} u")
print(f"force constant bare: {OMEGA2 * reduced(M_TI, M_N14):.0f} N/m")
print(f"force constant rigid: {OMEGA2 * reduced(M_TI, m_lig14):.0f} N/m")
print(f"SHIFT bare N: {bare:.2f} cm^-1")
print(f"SHIFT rigid N(CH3)2: {rigid:.2f} cm^-1")
print(f"ratio of the two shifts: {bare / rigid:.2f}")
print(f"15N wavenumber bare, rigid: {NU - bare:.1f}, {NU - rigid:.1f} cm^-1")
print(f"ln(m15/m14): {LOG_MASS:.5f}")
print(f"N kinetic share bare, rigid: {f_bare:.3f}, {f_rigid:.3f}")
print(f"first-order shift bare, rigid: {first_bare:.2f}, "
      f"{first_rigid:.2f} cm^-1")
print(f"model C-N-C angle: {CNC_ANGLE:.0f} degrees")
print(f"model N-C stretch, bend: {K_STRETCH:.0f}, {K_BEND:.0f} N/m")
print(f"methyl/N follow factor, along bond: {follow(K_STRETCH):.3f}")
print(f"methyl/N follow factor, across bond: {follow(K_BEND):.3f}")
print(f"dynamic ligand mass: "
      f"{titanium_nitrogen_constant(K_STRETCH, K_BEND)[1]:.2f} u")
print(f"flexible model Ti-N constant: {central[2]:.0f} N/m")
print(f"flexible model N kinetic share: {central[1]:.3f}")
print(f"flexible model shift: {central[0]:.2f} cm^-1")
print(f"shift, soft stretch and rigid bend: {soft_stretch_only[0]:.2f} cm^-1")
print(f"shift, rigid stretch and soft bend: {soft_bend_only[0]:.2f} cm^-1")
for ks, kb, value in scan:
    print(f"shift at stretch {ks}, bend {kb} N/m: {value:.2f} cm^-1")
print(f"four ligands, IR-active, bare: {tetra['bare'][0]:.2f} cm^-1")
print(f"four ligands, IR-active, rigid: {tetra['rigid'][0]:.2f} cm^-1")
print(f"four ligands, symmetric, bare: {tetra['bare'][1]:.2f} cm^-1")
print(f"four ligands, symmetric, rigid: {tetra['rigid'][1]:.2f} cm^-1")
print(f"Morse well depth, input: {WELL_EV:.1f} eV")
print(f"Morse harmonic wavenumber: {harmonic:.1f} cm^-1")
print(f"Morse shift bare, rigid: {anharmonic['bare']:.2f}, "
      f"{anharmonic['rigid']:.2f} cm^-1")
print(f"rise for 46Ti, rigid ligand: {ti46_rise:.2f} cm^-1")
print(f"temperature, input: {TEMPERATURE:.0f} K")
print(f"Boltzmann factor of first excited level: {boltzmann:.3f}")
print("verified")
```

It prints:

```
Ti-N wavenumber, input: 590 cm^-1
mass 48Ti: 47.948 u
mass 14N, 15N: 14.003, 15.000 u
mass CH3: 15.023 u
mass N(CH3)2, 14N and 15N: 44.050, 45.047 u
reduced mass bare, 14N and 15N: 10.838, 11.426 u
reduced mass rigid, 14N and 15N: 22.958, 23.226 u
force constant bare: 222 N/m
force constant rigid: 471 N/m
SHIFT bare N: 15.38 cm^-1
SHIFT rigid N(CH3)2: 3.41 cm^-1
ratio of the two shifts: 4.51
15N wavenumber bare, rigid: 574.6, 586.6 cm^-1
ln(m15/m14): 0.06878
N kinetic share bare, rigid: 0.774, 0.166
first-order shift bare, rigid: 15.70, 3.36 cm^-1
model C-N-C angle: 111 degrees
model N-C stretch, bend: 500, 60 N/m
methyl/N follow factor, along bond: 2.606
methyl/N follow factor, across bond: -0.242
dynamic ligand mass: 34.19 u
flexible model Ti-N constant: 409 N/m
flexible model N kinetic share: 0.133
flexible model shift: 2.80 cm^-1
shift, soft stretch and rigid bend: 1.68 cm^-1
shift, rigid stretch and soft bend: 8.85 cm^-1
shift at stretch 450, bend 60 N/m: 2.03 cm^-1
shift at stretch 550, bend 60 N/m: 3.44 cm^-1
shift at stretch 600, bend 60 N/m: 3.98 cm^-1
shift at stretch 500, bend 30 N/m: 2.71 cm^-1
shift at stretch 500, bend 100 N/m: 2.88 cm^-1
four ligands, IR-active, bare: 14.29 cm^-1
four ligands, IR-active, rigid: 2.94 cm^-1
four ligands, symmetric, bare: 19.95 cm^-1
four ligands, symmetric, rigid: 6.57 cm^-1
Morse well depth, input: 3.5 eV
Morse harmonic wavenumber: 596.3 cm^-1
Morse shift bare, rigid: 15.22, 3.38 cm^-1
rise for 46Ti, rigid ligand: 6.10 cm^-1
temperature, input: 330 K
Boltzmann factor of first excited level: 0.076
verified
```
